Positive Normalized Spectrum of the Hubbard Self-Energy and Its Analytic Continuation

For a Hubbard or Anderson impurity model in equilibrium, the self-energy of a spin-up electron on site i has the form

Σ_ii(z) = U_i n_i + U_i² n_i(1 − n_i) ∫ dx s_i(x)/(z − x),

s_i(x) ≥ 0,  ∫ dx s_i(x) = 1.

Here n_i is the mean density of spin-down electrons on that site. After subtraction of the Hartree term and division by U_i² n_i(1 − n_i), the self-energy thus has the same analytic structure as a normalized Green function. It can be continued from imaginary frequencies by the same methods. If the Green function is afterwards built from Dyson's equation, the known band structure enters unblurred. The blur of Σ itself remains. For a band state of fixed momentum and equal Lorentzian resolution η, an isolated pole of weight Z is broadened by η when G is continued and, to first order, by (1 − Z)η when Σ is continued.

The Hamiltonian is

H = Σ_ij h_ij c†_i c_j + (the corresponding spin-down term) + Σ_i U_i c†_i c_i ν_i.

Operators c_i without a spin label remove a spin-up electron, and ν_i is the spin-down number operator, with ⟨ν_i⟩ = n_i. The chemical potential is contained in h. The one-particle term does not mix spins, but may differ between them. If U_i is the same on all sites, this is the Hubbard model; if it is nonzero on one site only, that site is an impurity and the others form its bath. Units have ħ = k_B = 1. I take a finite system at T > 0 with density operator proportional to exp(−H/T); the infinite lattice and T = 0 are reached as limits, in which sums over poles may become integrals.

For an impurity, positivity of the spectrum of its own Green function G does not by itself settle the sign of Im Σ. With a level ε_d and hybridization function Δ, Dyson's equation gives

Im Σ = Im z − Im Δ − Im(1/G).

In the upper half-plane the first two contributions are positive or zero and the last is negative, so the sign of the sum needs further information. It is supplied by treating operators as vectors. Define

(A|B) = ⟨A†B + BA†⟩,  LB = [B, H].

The product is positive, since (A|A) is the mean of A†A + AA†. The map L is Hermitian in it. To see this, expand the commutator of an anticommutator:

[{A†, B}, H] = {A†, [B, H]} + {[A†, H], B}.

The equilibrium mean of the left side vanishes because the density operator commutes with H. Since [A†, H] = −([A, H])†, the right side then says (A|LB) − (LA|B) = 0.

The equation of motion i dc_i/dt = [c_i, H] gives c_i(t) = exp(−iLt)c_i. The retarded Green function is therefore

G_ij(z) = −i ∫₀^∞ dt e^{izt} ⟨{c_i(t), c†_j}⟩ = (c_j|(z − L)⁻¹|c_i),  Im z > 0,

because the time integral of exp[i(z − L)t] is i/(z − L). The vectors c_i are orthonormal, (c_j|c_i) = δ_ij, by the canonical anticommutator.

Let Q remove from any operator its components along all the c_l:

QA = A − Σ_l c_l (c_l|A).

To invert G, solve (z − L)X = c_i with X = Σ_l a_l c_l + Y and QY = Y. The coefficients are a_l = (c_l|X) = G_il. Acting with Q on the equation gives

(z − QLQ)Y = Σ_l a_l QLc_l.

Taking its component along c_j instead gives

z a_j − Σ_l a_l (c_j|Lc_l) − (c_j|LY) = δ_ij.

Since L is Hermitian and Y = QY, the last product on the left is (QLc_j|Y). Inserting Y leads to

Σ_l G_il [zδ_lj − (c_j|Lc_l) − (QLc_j|(z − QLQ)⁻¹|QLc_l)] = δ_ij.

The bracket is the matrix element lj of G⁻¹.

The commutator needed here is short. From [c_i, c†_k c_j] = δ_ik c_j,

Lc_i = Σ_j h_ij c_j + U_i ν_i c_i.

The component of ν_i c_i along c_l is ⟨{c†_l, ν_i c_i}⟩ = n_i δ_il, since ν_i commutes with spin-up operators. Consequently

(c_j|Lc_i) = h_ij + U_i n_i δ_ij,

QLc_i = U_i f_i,  f_i = (ν_i − n_i)c_i.

The operator f_i removes an electron and records the deviation of the opposite-spin occupation from its mean. This deviation is what mean-field theory leaves out. Comparing with G⁻¹ = z − h − Σ gives

Σ_ij(z) = U_i n_i δ_ij + U_i U_j (f_j|(z − QLQ)⁻¹|f_i).

Now let |p) be the orthonormal eigenvectors of the Hermitian map QLQ, with real eigenvalues x_p. For i = j,

Σ_ii(z) − U_i n_i = U_i² Σ_p |(p|f_i)|²/(z − x_p).

Every weight is nonnegative. Completeness makes their sum (f_i|f_i), and more generally

(f_j|f_i) = ⟨(ν_j − n_j)(ν_i − n_i){c†_j, c_i}⟩ = δ_ij ⟨(ν_i − n_i)²⟩.

Because an occupation is zero or one, ν_i² = ν_i. The variance is therefore

⟨ν_i²⟩ − n_i² = n_i − n_i² = n_i(1 − n_i).

This proves both properties of s_i. The total spectral weight of the self-energy is U² times the variance of a binary variable. It depends on temperature, hopping and correlations only through n_i, while the positions x_p depend on all of them. If n_i is zero or one, the variance and the dynamic part vanish, and there is nothing to normalize.

The off-diagonal elements Σ_ij have spectra with zero total weight, so they cannot be positive functions unless they vanish. In a translationally invariant lattice the self-energy at fixed momentum, like the site-diagonal one, has a nonnegative spectrum. With f_k = N^(−1/2) Σ_j e^{−ik·r_j} f_j on N sites, orthogonality gives

(f_k|f_k) = (1/N) Σ_j n(1 − n) = n(1 − n).

The normalization is then the same for every k, even where Σ_k(z) itself varies with k. In the impurity model U vanishes on the bath, so only the impurity element of Σ survives. This is the case used by single-site dynamical mean-field theory.

Two three-site systems at T = 0.5 t, polarized by a field, check the formula. In each, the self-energy was obtained by exact diagonalization and Dyson's equation, and agreed with the projected expression at several complex frequencies. In a Hubbard chain with U = 4 t the first site has n = 0.2869, hence

U² n(1 − n) = 16 × 0.2869 × 0.7131 t² = 3.273 t².

The coefficient of 1/z read from Dyson's equation at large imaginary z is also 3.273 t². For an impurity with two bath levels both numbers are 3.151 t². The matrix −Im Σ was found nonnegative on a frequency grid slightly above the real axis in both systems.

On the Matsubara frequencies ω_m = (2m + 1)πT, the normalized data obey

[Σ(iω_m) − Un]/[U² n(1 − n)] = ∫ dx s(x)/(iω_m − x).

This is the kernel that relates G(iω_m) to its spectral function A(ω). The same inversion, with the same constraints of positivity and unit norm, therefore applies to both. What differs is the place where its limited resolution acts.

To isolate that difference, suppose first that continuation replaces a true spectrum by its convolution with a Lorentzian of half width η. For the Green function,

∫ dω′ A(ω′)(η/π)/[(ω − ω′)² + η²] = −(1/π) Im ∫ dω′ A(ω′)/(ω + iη − ω′) = −(1/π) Im G(ω + iη).

Lorentzian blur is thus evaluation at a distance η above the real axis. Take a self-energy that does not depend on momentum and let D(ε) be the density of states of the bare band. With

g(ζ) = ∫ dε D(ε)/(ζ − ε),

the local Green function is g(z − Σ(z)), where energies are measured so that the chemical potential is absorbed in z or in the Hartree term. The two routes then yield

continuing G:  g(ω + iη − Σ(ω + iη)),

continuing Σ:  g(ω − Σ(ω + iη)).

The second argument lacks the explicit iη. That term would smear D(ε) even without interactions. For U = 0 the second route returns the bare band unchanged, whereas the first returns its blurred copy.

The second route also gives an admissible spectrum. A nonnegative s makes −Im Σ(ω + iη) nonnegative, so the argument of g lies in the upper half-plane or on its edge and −Im g ≥ 0. The function g(z − Σ(z + iη)) is analytic for Im z > 0 and falls off as 1/z, which fixes the integral of its spectrum to one.

The remaining blur follows from the equation for a pole. For a band state of energy ε and an undamped pole at E, away from the poles of Σ,

E − ε − Σ(E) = 0,  Z = 1/[1 − Σ′(E)].

Here Z is the residue of the Green function. The positive spectrum makes Σ′(E) negative, so 0 < Z < 1 when the dynamic part is present. When Σ is blurred, the pole moves to E + δ with

δ − Σ′(E)(δ + iη) = 0

to first order. Since Σ′(E) = 1 − 1/Z,

δ = iηΣ′(E)/[1 − Σ′(E)] = iηZ(1 − 1/Z) = −i(1 − Z)η.

Blurring G moves every pole by −iη instead. There is a simple picture of the factor 1 − Z. A self-energy with poles x_p acts like a set of hidden levels coupled to the band state. Blurring Σ damps those levels only, and an eigenstate feels this damping in proportion to its weight on them, which is 1 − Z. In an impurity model the bath levels are not blurred either, so Z must there include the weight of the eigenstate on the bath as well as on the impurity. Complex eigenvalues of a small matrix with three hidden levels confirm the law at small η.

For a damped quasiparticle near ω = 0, write

Σ(ω) ≈ Σ₀ + (1 − 1/Z)ω − iΓ,

with real Σ₀ and Γ > 0. Then

ω − Σ(ω + iη) = ω/Z − Σ₀ + i[Γ + (1/Z − 1)η].

The half width in ω is the imaginary part multiplied by Z:

continuing Σ:  ZΓ + (1 − Z)η.

Adding the explicit iη gives Γ + η/Z in place of the bracket, hence

continuing G:  ZΓ + η.

Both laws require Σ to be nearly linear over the range set by η and the width. For 0 < Z < 1, the second route reduces the added width from η to (1 − Z)η. The added width is nearly removed when Z is close to one, and the reduction disappears as Z tends to zero. It matters little when the intrinsic width ZΓ is already much larger than η.

The half-filled Hubbard atom shows a case with strong correlation. Its Green function has two poles of equal weight at ±U/2:

G(z) = ½[1/(z − U/2) + 1/(z + U/2)] = z/(z² − U²/4).

Therefore 1/G = z − U²/(4z). The dynamic self-energy is a single pole at zero with weight U²/4, in agreement with n(1 − n) = 1/4. After blurring Σ, the poles of G solve

z − U²/[4(z + iη)] = 0,  z = −iη/2 ± ½√(U² − η²).

For η < U their half width is η/2, as Z = 1/2 requires. With η = 0.1 t this is 0.05 t. In the middle of the gap there is even less to gain. There the blurred-Σ spectrum is 4η/(πU²), and the blurred-G spectrum is η/[π(U²/4 + η²)], which agrees with it to leading order in η/U. The sharp feature now sits in Σ, and continuing Σ offers no protection for it.

A metallic example uses the square lattice with band energy −2t(cos k_x + cos k_y), half filling, U = 4 t and T = 0.1 t. The reference self-energy is the local second-order expression built from the bare density of states. With f the Fermi function, its spectrum, including the factor U²/4, is

S(ω) = U² ∫ da db dc D(a)D(b)D(c) δ(ω − a − b − c) {f(a)f(b)f(c) + [1 − f(a)][1 − f(b)][1 − f(c)]}.

Particle–hole symmetry has been used to write it in this form. Each of the two products integrates to (1/2)³, so the weight is 2U²/8 = U²/4 = 4 t²; the numerical integral is 3.9998 t². This Σ omits higher orders and has not been made self-consistent. It serves as a known function with the right analytic properties, not as the solution of the Hubbard model.

On the real axis it gives Γ = 0.0413 t and Z = 0.677. For a momentum with ε = 0 the unblurred half width is

ZΓ = 0.677 × 0.0413 t = 0.0280 t.

With η = 0.1 t the predictions are 0.0280 t + 0.1 t = 0.128 t for blurred G and 0.0280 t + 0.323 × 0.1 t = 0.0603 t for blurred Σ. The widths measured on the curves are 0.131 t and 0.0607 t. The predictions are low by about 3% and 1% of the measured values. About a third of the added blur thus survives in the second route.

The local spectrum at ω = 0 shows what happens to a feature of the band structure. The square lattice has saddle points at (π, 0) and (0, π). Near each, up to a sign, ε ≈ t(q_x² − q_y²) = tuv, with u = q_x + q_y and v = q_x − q_y. The area element is du dv/2, and integrating δ(ε − tuv) over v leaves ∫ du/(2t|u|). The lower limit of |u| is proportional to |ε|, so the two signs of u give (1/t) ln(1/|ε|) plus a constant. Two saddle points and the factor 1/(4π²) of the momentum integral yield

D(ε) ≈ (1/(2π²t)) ln(C/|ε|),

where C is a constant energy. At ω = 0 symmetry makes the argument of g purely imaginary, iγ. The local spectrum is then D averaged over a Lorentzian of half width γ. Scaling ε by γ shows that, for small γ, raising γ₁ to γ₂ lowers the peak by

(1/(2π²t)) ln(γ₂/γ₁).

Without blur, γ is Γ = 0.0413 t. With blur, the linear form of Σ gives the estimates Γ + η/Z = 0.189 t for blurred G and Γ + (1/Z − 1)η = 0.0891 t for blurred Σ. The predicted losses of height are

blurred G:  ln(0.189/0.0413)/(2π²t) = 0.077/t,

blurred Σ:  ln(0.0891/0.0413)/(2π²t) = 0.039/t.

The computed heights are 0.302/t without blur, 0.226/t for blurred G and 0.265/t for blurred Σ, so the losses are 0.076/t and 0.037/t. Relative to the unblurred height they are 25% and 12%. The logarithm makes the loss in height a milder measure than the width.

The advantage is not uniform in frequency. At ω = 2 t both blurred spectra miss the unblurred value by about 0.7%, with opposite signs. The integral of the absolute error over ω, to be compared with the unit norm of the spectrum, is 0.027 for blurred G and 0.013 for blurred Σ.

Actual continuation does not have one Lorentzian resolution, and the two data sets do not carry equal noise. In an impurity calculation with known Weiss field G₀, the self-energy is Σ = 1/G₀ − 1/G. A small error in G therefore becomes

δΣ = δG/G².

Since G approaches 1/(iω_m) at high frequency, the error grows roughly as ω_m². In the example the factor 1/|G|² rises from 3.2 t² at the lowest of 40 Matsubara frequencies to 632 t² at the highest. Noise of 10⁻⁴/t in G then becomes 0.063 t in Σ at the highest frequency, ω_m = 79π × 0.1 t = 24.8 t. The signal there is about U²/(4ω_m) = 0.16 t. The error is some 40% of it, so these points must be weighted by their true uncertainty. The Hartree term and the sum rule help here, because they fix the two leading terms at high frequency, the constant and the one in 1/(iω_m), from U and the density alone.

Both data sets were continued with the same inversion: a nonnegative spectrum of unit norm, symmetric in frequency, fitted by least squares with a penalty on its curvature, whose strength was the largest on a fixed list that kept χ² within 4 of its value at the weakest smoothing. The frequency spacing was 0.1 t. Averaged over three noise samples, the integrated error is 0.189 for continued G and 0.010 for continued Σ. The mean height at ω = 0 is 0.240/t and 0.297/t respectively, against 0.302/t for the reference.

The gap between the routes is much wider than in the Lorentzian model with η = 0.1 t. Most of this gap belongs to the chosen inversion, which reproduces this A(ω) poorly at every smoothing strength tried. Maximum entropy behaves differently on data with the same noise. With a Gaussian default model of width 3 t or 5 t, and the entropy weight set so that χ² is near the number of points, the integrated errors lie between about 0.025 and 0.045 for both routes. The height at ω = 0 is then near 0.26/t for continued G and 0.33/t to 0.34/t for continued Σ. The comparison also grants the second route an exactly known Weiss field and band. It shows that continuing Σ can recover the local spectrum well for this smooth self-energy, but whether it beats continuing G, and by how much, depends on the regularization. An insulator with a narrow pole in Σ was not tested.

The sum rule has its own conditions. It rests on a density–density interaction within one orbital per site, where the commutator produces the single operator ν_i c_i. An interaction between sites adds further operators to f_i and changes the weight. An approximate solver may also violate positivity or the weight U² n(1 − n). Forcing its data into a normalized positive spectrum would then hide an error of the solver. Comparing the measured coefficient of 1/(iω_m) with the measured density is a useful check before the continuation begins. The numerical output gives the cluster, lattice and least-squares values to more digits.

Calculated quantities

```
All energies in t; spectral functions in 1/t
Hubbard chain, site 1: U = 4.0 t, T = 0.5 t
  opposite-spin density = 0.286886
  Hartree term = 1.147544 t
  tail weight from Dyson = 3.273319 t^2
  U^2 n(1-n) = 3.273319 t^2
Impurity: U = 4.0 t, T = 0.5 t
  opposite-spin density = 0.269678
  Hartree term = 1.078712 t
  tail weight from Dyson = 3.151228 t^2
  U^2 n(1-n) = 3.151228 t^2
Square lattice: U = 4.0 t, T = 0.1 t, eta = 0.1 t
Reference Sigma spectral weight = 3.99983 t^2
Gamma = 0.04133 t; Z = 0.67663
Half width, unblurred: 0.02797 t; law 0.02797 t
Half width, G blurred: 0.13147 t; law 0.12797 t
Half width, Sigma blurred: 0.06067 t; law 0.06030 t
A(0 t): unblurred 0.30187, G 0.22559, Sigma 0.26476 1/t
A(2 t): unblurred 0.09405, G 0.09341, Sigma 0.09472 1/t
A(4 t): unblurred 0.04515, G 0.04584, Sigma 0.04553 1/t
Integrated error, G blurred = 0.02686
Integrated error, Sigma blurred = 0.01330
Atomic pole half width, Sigma blurred = 0.05000 t
Matsubara points = 40; noise in G = 1.0e-04 1/t; samples = 3
Noise amplification dSigma/dG, lowest point = 3.222 t^2
Noise amplification dSigma/dG, highest point = 631.6 t^2
Mean integrated error, continued G = 0.18945
Mean integrated error, continued Sigma = 0.01012
Mean A(0), continued G = 0.24009 1/t
Mean A(0), continued Sigma = 0.29719 1/t
```
